# Fermi-contact fields from ultrasoft pseudopotentials and the missing core polarization

## The spin density where the pseudo wave is wrong

A nucleus with a magnetic moment responds to the field that the surrounding electron spins produce at its own position. Part of this field, the Fermi-contact field, is set by the spin density at a single point, the nucleus. An ultrasoft pseudopotential calculation replaces the valence wave functions by smooth functions in just that region. For the 3s orbital of phosphorus treated below, the smooth partner has an amplitude at the nucleus some fourteen times too small, and hence a density about two hundred times too small. The contact field must therefore be rebuilt from the all-electron partial waves, and one must know which part of it no such rebuilding can supply.

The electrons are taken as nonrelativistic, the nucleus as a point, and the spins as collinear. Wave functions are real, and the core orbitals are frozen in a spin-unpolarized state. The algebra uses atomic units, except where $\mu_0$ appears. The spin density is

$$m(\mathbf r)=n_\uparrow(\mathbf r)-n_\downarrow(\mathbf r), \tag{1}$$

with $\uparrow$ the majority spin. An electron's moment is opposite to its spin. Fields are counted positive along the moment of an $\uparrow$ electron, so the magnetization in this direction is $M=|\mu_e|\,m$, where $\mu_e$ is the electron's spin moment.

## From spin density to field

Let the magnetization be spherical about the nucleus, $\mathbf M=M(r)\hat{\mathbf z}$, finite at the origin and zero at infinity. Its current density is

$$\mathbf J=\nabla\times\mathbf M=M'(r)\,\hat{\mathbf r}\times\hat{\mathbf z}. \tag{2}$$

The Biot-Savart law at the origin contains the vector from source to field point, which is $-\mathbf r$:

$$\mathbf B(0)=-\frac{\mu_0}{4\pi}\int \frac{\mathbf J\times\hat{\mathbf r}}{r^2}\,d^3r. \tag{3}$$

The identity $(\mathbf a\times\mathbf b)\times\mathbf c=\mathbf b(\mathbf a\cdot\mathbf c)-\mathbf a(\mathbf b\cdot\mathbf c)$ gives $(\hat{\mathbf r}\times\hat{\mathbf z})\times\hat{\mathbf r}=\hat{\mathbf z}-\hat{\mathbf r}\cos\theta$, whose $z$ component is $1-\cos^2\theta$. Its integral over all directions is $4\pi-4\pi/3=8\pi/3$. The factor $r^2$ of the volume element cancels the $1/r^2$ in (3), so

$$B(0)=-\frac{\mu_0}{4\pi}\,\frac{8\pi}{3}\int_0^\infty M'(r)\,dr=\frac{2\mu_0}{3}M(0). \tag{4}$$

The last step uses $\int_0^\infty M'dr=-M(0)$. Hence

$$B=\tfrac23\,\mu_0|\mu_e|\,m(0). \tag{5}$$

A direct vector quadrature of (3) for a test magnetization confirms the factor $2/3$. A nonspherical spin density adds a dipolar field, which is a separate quantity. It is absent in the example below, where the density is spherical.

## Rebuilding the density at the nucleus

Inside a sphere around the nucleus, let $\phi_i$ be all-electron partial waves and $\tilde\phi_i$ their smooth partners, which join them at the sphere surface. The projectors $p_i$ vanish outside the sphere and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. A valence orbital $\psi$ is recovered from its smooth counterpart $\tilde\psi$ by

$$\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\,a_i,\qquad a_i=\langle p_i|\tilde\psi\rangle. \tag{6}$$

Define the part of $\tilde\psi$ that the smooth partial waves fail to represent,

$$\eta=\tilde\psi-\sum_i\tilde\phi_i a_i. \tag{7}$$

Then (6) reads $\psi=\eta+\sum_i\phi_ia_i$ inside the sphere, and its square is

$$\psi^2=\eta^2+2\eta\sum_i\phi_ia_i+\sum_{ij}a_ia_j\phi_i\phi_j. \tag{8}$$

The ultrasoft density uses the on-site form instead. With $\tilde\psi=\eta+\sum_i\tilde\phi_ia_i$ inserted, it becomes

$$\tilde\psi^2+\sum_{ij}a_ia_j(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)
=\eta^2+2\eta\sum_i\tilde\phi_ia_i+\sum_{ij}a_ia_j\phi_i\phi_j. \tag{9}$$

Subtracting (9) from (8) gives what the on-site form drops:

$$\Delta=2\eta\sum_i(\phi_i-\tilde\phi_i)\,a_i. \tag{10}$$

It vanishes when the partial waves are complete for the state at hand, since then $\eta=0$. Under that condition one sums (9) over the orbitals $n$ of spin $\sigma$ with occupations $f_{n\sigma}$, and defines

$$\rho_{ij}^\sigma=\sum_n f_{n\sigma}\,\langle\tilde\psi_{n\sigma}|p_i\rangle\langle p_j|\tilde\psi_{n\sigma}\rangle. \tag{11}$$

At the nucleus one more simplification applies. A regular partial wave of angular momentum $l$ behaves as $r^l$ near the origin, and so does its smooth partner. Every product containing a wave with $l>0$ vanishes there. The valence spin density is therefore

$$m_{\rm val}(0)=\tilde m(0)+\sum_{ij\in s}(\rho_{ij}^\uparrow-\rho_{ij}^\downarrow)\big[\phi_i(0)\phi_j(0)-\tilde\phi_i(0)\tilde\phi_j(0)\big], \tag{12}$$

where $\tilde m$ is the spin density of the smooth orbitals. For a radial function $u=rR$, an s wave is $\phi=u/(r\sqrt{4\pi})$. Since $u(0)=0$, its value at the nucleus is $\phi(0)=u'(0)/\sqrt{4\pi}$.

The sum in (12) is not the whole valence field, because $\tilde m(0)$ belongs to it. For $\eta=0$ the smooth term equals $\sum_{ij}(\rho^\uparrow_{ij}-\rho^\downarrow_{ij})\tilde\phi_i(0)\tilde\phi_j(0)$ and cancels the subtracted products, leaving the all-electron products alone. The brackets must contain the true products. Augmentation charges that have been smoothed near the nucleus to ease their representation keep their multipole moments, but not their value at the origin.

## Where the spin occupations come from

The occupations follow from the ultrasoft eigenproblem. Let $\varepsilon_j$ be the energy at which $\phi_j$ solves the reference Schrödinger equation with potential $V$, let $T$ be the kinetic energy and $\tilde v$ a smooth local potential equal to $V$ outside the sphere. Define

$$\chi_j=(\varepsilon_j-T-\tilde v)\tilde\phi_j,\quad B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad p_i=\sum_j\chi_j(B^{-1})_{ji}. \tag{13}$$

Then $\langle\tilde\phi_k|p_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}$, as (6) requires. With all on-site integrals taken over the sphere, set

$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad D_{ij}=B_{ij}+\varepsilon_jq_{ij}, \tag{14}$$

$$\tilde H=T+\tilde v+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|,\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|. \tag{15}$$

Acting on $\tilde\phi_j$, and using $\sum_ip_iB_{ij}=\chi_j$,

$$\tilde H\tilde\phi_j=(\varepsilon_j\tilde\phi_j-\chi_j)+\chi_j+\varepsilon_j\sum_ip_iq_{ij}=\varepsilon_jS\tilde\phi_j. \tag{16}$$

The smooth problem thus reproduces the reference waves at their own energies. In the spin-polarized atom the potential for spin $\sigma$ differs from $V$ by $\Delta V_\sigma$. Its expectation value with the density (9) is $\langle\tilde\psi|\Delta V_\sigma|\tilde\psi\rangle$ plus on-site terms, which amounts to adding $\Delta V_\sigma$ to $\tilde v$ and replacing

$$D_{ij}\to D_{ij}+\langle\phi_i|\Delta V_\sigma|\phi_j\rangle-\langle\tilde\phi_i|\Delta V_\sigma|\tilde\phi_j\rangle. \tag{17}$$

The eigenvectors, normalized by $\langle\tilde\psi|S|\tilde\psi\rangle=1$, give $\rho_{ij}^\sigma$ through (11).

## What the frozen core leaves out

Equation (12) contains valence electrons alone. A spin-polarized valence shell also exerts different exchange potentials on core electrons of opposite spin. Write the full potentials as $V_{\uparrow,\downarrow}=\bar V\pm W$, and let $\varphi_n$ and $\epsilon_n$ be the s orbitals and energies of $\bar V$. To first order in $W$, a core orbital becomes $\varphi_c\pm\delta\varphi_c$ with

$$\delta\varphi_c=\sum_{n\neq c}\varphi_n\frac{\langle n|W|c\rangle}{\epsilon_c-\epsilon_n}. \tag{18}$$

The difference of the squares $(\varphi_c+\delta\varphi_c)^2-(\varphi_c-\delta\varphi_c)^2$ is $4\varphi_c\,\delta\varphi_c$, so the orbital contributes

$$m_c(0)=4\varphi_c(0)\sum_{n\neq c}\varphi_n(0)\frac{\langle n|W|c\rangle}{\epsilon_c-\epsilon_n}. \tag{19}$$

A uniform splitting, $W$ constant in space, gives $\langle n|W|c\rangle=0$ and no polarization. What matters is the variation of the exchange splitting across the core orbital.

The division between core and valence needs care. Suppose a valence s orbital $v$ is filled in both spins, as 3s is in neutral phosphorus. The term $n=v$ in (19), summed over the core, is

$$X=4\sum_c\varphi_c(0)\varphi_v(0)\frac{\langle v|W|c\rangle}{\epsilon_c-\epsilon_v}. \tag{20}$$

The response of $v$ contains the same products with the denominator reversed, which sum to $-X$. The two cancel in the total, because mixing filled orbitals among themselves does not change the density. They do shift weight between the two orbital sums. Valence orbitals that are kept orthogonal to a frozen core lack the $-X$. Let $m_v^{\rm orb}$ be the spin density at the nucleus of the relaxed orbital $v$, which contains the $-X$. To first order in a given $W$ this means

$$m_{\rm val}=m_v^{\rm orb}+X,\qquad m_{\rm cp}=\sum_cm_c-X. \tag{21}$$

With self-consistency included, the missing term is defined by

$$m_{\rm cp}(0)=m_{\rm relaxed}(0)-m_{\rm frozen}(0), \tag{22}$$

which also contains the reaction of the valence shell to the polarized core. The complete contact field is (5) with $m(0)=m_{\rm val}(0)+m_{\rm cp}(0)$, provided that $m_{\rm val}$ comes from valence orbitals orthogonal to the frozen core. An ultrasoft orbital that is free to mix with core states can already contain part of the $-X$, and adding (22) would then count that part twice.

## Phosphorus: a field made of small differences

The free phosphorus atom, 3s²3p³ with three parallel p spins, has a spherical density. Its unpaired electrons are p electrons and contribute nothing directly at the nucleus. The contact field comes from small differences between the two spins of filled s shells. The atom is treated in the exchange-only local spin-density approximation, which leaves out correlation. The fields below illustrate the formula and are not predictions of measured values. They depend strongly on the functional, and the total spin density of this model has the opposite sign to the one implied by the measured hyperfine constant of the free atom.

The sphere radius is 0.794 Å. The first partial wave is taken at the reference 3s level, −12.79 eV, and the second at 0.81 eV. Both are scaled to the 3s amplitude at the sphere surface. The smooth radial functions are combinations of $r$, $r^3$ and $r^5$ matched there in value, slope and curvature, and $\tilde v$ is a parabola inside the sphere matched to $V$ in value and slope. The ultrasoft problem is solved in the potential of an all-electron frozen-core calculation, so both use the same potential. They still differ in one condition: the all-electron 3s orbital is held orthogonal to the frozen core, whereas the ultrasoft problem does not impose this explicitly. In the reference potential it returns the 3s level and the 3s density at the nucleus, 45.59 Å⁻³, as (16) demands.

The values at the nucleus, in Å$^{-3/2}$, are $\phi_1=6.752$, $\phi_2=7.955$, $\tilde\phi_1=0.474$ and $\tilde\phi_2=0.656$. The differences $\rho^\uparrow-\rho^\downarrow$ are 0.2676 for the element 11, −0.1188 for 12 and −0.0017 for 22. The off-diagonal element counts twice, so the all-electron products give, in Å⁻³,

$$0.2676\,(6.752)^2-2(0.1188)(6.752)(7.955)-0.0017\,(7.955)^2$$
$$\approx 12.20-12.76-0.11=-0.67. \tag{23}$$

The smooth term is −0.0136 Å⁻³ and the pseudo products give −0.0145 Å⁻³. Equation (12) then yields

$$m_{\rm val}(0)=-0.0136-0.6722+0.0145=-0.671\ \text{Å}^{-3}. \tag{24}$$

The largest spin occupation is positive and the spin density is negative. For this pair of waves the sign is decided by the off-diagonal term, so the occupations cannot be read one at a time. The size of the separate terms depends on the choice of waves. With $\phi_2-\phi_1$ in place of $\phi_2$, which spans the same space, the sum (23) reads $1.29-1.96-0.00=-0.67$. What does not depend on this choice is that the result is a small difference between two spin densities, each of the size of the 3s density at the nucleus.

The frozen-core all-electron value is −0.992 Å⁻³. The reconstruction differs from it by 0.32 Å⁻³, which is 0.7% of the 3s density at the nucleus but 32% of the spin density sought. The test applied here requires agreement within 2% of the 3s density, or 0.91 Å⁻³. This bound is placed on the spin difference alone and is nearly as large as the value sought, so it does not certify that difference; the two spin densities are not compared separately.

The dependence on the number of partial waves confirms this caution. One, two and three waves, the third at 28.0 eV, give −1.65, −0.67 and +0.36 Å⁻³. The sequence does not settle, and with this construction the third wave even reverses the sign. The values belong to the chosen sphere: a radius of 0.69 Å gives −2.00, −0.87 and −0.36 Å⁻³, and a radius of 0.95 Å gives −1.30, −0.79 and −1.26 Å⁻³. The two-wave value is the closest of the three, but it is not a converged one. Meanwhile the two-wave $\uparrow$ 3s level, −13.8462 eV, agrees with the all-electron level to 0.0001 eV. An eigenvalue is stationary under small errors of its wave function and a density at a point is not, so a good level is no evidence for a good contact field.

The origin of the error can be narrowed down. The smooth and pseudo terms in (24) leave a remainder of 0.0009 Å⁻³, which by (9) is the spin difference of $\eta^2+2\eta\sum_i\tilde\phi_ia_i$. If $\eta^2$ is negligible and both spins share the ratio $(\phi_1-\tilde\phi_1)/\tilde\phi_1\approx13$, the dropped term (10) is about 0.01 Å⁻³, far below 0.32 Å⁻³. On this estimate the on-site form of the density is not the main source of the error. A possible cause is that the rebuilt orbital contains a small core component, since partial waves cut off at the sphere are not strictly orthogonal to the core. Combining the radial equations of $u_i$ and a core function $u_c$ of energy $\epsilon_c$ gives

$$(\varepsilon_i-\epsilon_c)\int_0^{r_c}u_iu_c\,dr=\tfrac12\big[u_iu_c'-u_cu_i'\big]_{r_c}, \tag{25}$$

which is in general nonzero when the core tail reaches the sphere radius $r_c$. Projecting the frozen 1s and 2s functions out of the orbital (6) and renormalizing it gives −1.14, −0.99 and −1.00 Å⁻³ for one, two and three waves, so for this sphere the core component accounts for most of the trend. The frozen-core value is in any case not the limit to which the reconstruction should tend. With a complete set of waves the ultrasoft orbital would be the ordinary 3s eigenstate of its potential, free to mix with the core. By (21), with the value of $X$ given in the next section, its spin density would be about $-0.992+0.612=-0.38$ Å⁻³; solving for the unconstrained 3s state in the frozen-core potentials gives −0.39 Å⁻³. The difference of 0.32 Å⁻³ therefore mixes two effects, the limited set of waves and the missing orthogonality condition.

## The size of the missing term

In the relaxed atom the 1s, 2s and 3s orbitals contribute −1.227, −0.314 and −0.356 Å⁻³, in total −1.897 Å⁻³. Formula (19) gives −1.227 and −0.314 Å⁻³ for the two core orbitals, in agreement with the orbital differences. The transfer is $X=-0.612$ Å⁻³, so (21) predicts

$$m_{\rm cp}\approx-1.227-0.314+0.612\approx-0.93\ \text{Å}^{-3}. \tag{26}$$

The self-consistent definition (22) gives $-1.897+0.992=-0.905$ Å⁻³. The two differ by about 3% of the self-consistent value. Equation (21) is first order in a fixed splitting $W$ and refers to the core orbitals of $\bar V$, while the frozen-core calculation finds its own splitting and keeps the core of the unpolarized reference atom. How much each of these contributes was not separated. Without $X$, the core sum −1.541 Å⁻³ would be added to a frozen-core valence part that already contains the transferred weight, and the total would be too large in magnitude by about 0.6 Å⁻³.

By (5), a spin density of 1 Å⁻³ produces 7.778 T. The frozen-core field is −7.7 T, the missing core part −7.0 T, and the relaxed total −14.8 T. The negative sign means that the field opposes the moment of the majority electrons. In this model a frozen core loses nearly half of the field, and no improvement of the s partial waves can restore it. The two-wave reconstruction gives −5.2 T, which lies a further 2.5 T away from the relaxed total.

## An open s shell

The ion P⁺ in the high-spin configuration 3s¹3p³ shows the opposite case. A single 3s electron is present, $\rho^\downarrow_{ij}=0$, and (12) measures a whole orbital density instead of a small difference. One, two and three partial waves give 50.54, 50.62 and 51.01 Å⁻³, against 50.49 Å⁻³ for the frozen-core all-electron ion. The two-wave value differs from the frozen-core one by 0.3%. The third wave widens the difference, but only to about 1%. As in the neutral atom, the frozen-core value is a yardstick and not the exact limit of the reconstruction.

The relaxed ion has 48.53 Å⁻³, so the missing term is −1.97 Å⁻³, or −15.3 T in a total of 377 T. It is about twice as large as in the neutral atom and yet a correction of only 4%. Not all of it is polarization: the core was frozen in the neutral atom, and freezing it in the unpolarized ion instead gives −1.63 Å⁻³, so about −0.34 Å⁻³ comes from the spin-independent relaxation of the core on ionization. Here the $\downarrow$ 3s orbital is empty, so the mixing of $\downarrow$ core orbitals into it is a real change of density, and the cancellation behind (20) holds for the $\uparrow$ spin alone.

The two cases illustrate where (12) can be trusted. With an unpaired s electron, the s occupations and partial-wave products fix the field to within a few percent in this model. When the unpaired electrons have $l>0$, as in neutral phosphorus, the valence part is a delicate difference, and the core part cannot be neglected beside it. The near equality of the two found above is a property of the exchange-only model: with local (VWN) correlation added, the frozen-core part becomes +0.14 Å⁻³ and the core part −0.79 Å⁻³. Such a system calls for a calculation in which the core is free to polarize, and for a check of the valence part against an all-electron result. Heavy atoms need a further change. For a point nucleus the relativistic s density has no finite value at the origin, so (5) must give way to an average over a small region around the nucleus. The main values quoted here are collected in the numerical output.

## Calculated quantities

```
Biot-Savart contact factor: 0.666667 (dimensionless)
field per unit spin density: 7.7784 T angstrom^3
augmentation radius: 0.7938 angstrom
reference 3s level: -12.7913 eV
second partial-wave energy: 0.8144 eV
third partial-wave energy: 28.0258 eV
reference 3s density at nucleus: 45.5935 angstrom^-3
phi_1(0): 6.75229 angstrom^-3/2
pseudo_1(0): 0.47442 angstrom^-3/2
phi_2(0): 7.95542 angstrom^-3/2
pseudo_2(0): 0.65598 angstrom^-3/2
P spin occupation rho_11: 0.267575 (dimensionless)
P spin occupation rho_12: -0.118800 (dimensionless)
P spin occupation rho_22: -0.001717 (dimensionless)
P atom, two partial waves, spin density at nucleus:
  smooth term: -0.0136 angstrom^-3
  all-electron on-site term: -0.6722 angstrom^-3
  pseudo on-site term (subtracted): -0.0145 angstrom^-3
P reconstructed m(0), 1 wave(s): -1.6528 angstrom^-3
P reconstructed m(0), 2 wave(s): -0.6713 angstrom^-3
P reconstructed m(0), 3 wave(s): 0.3604 angstrom^-3
P frozen-core all-electron m(0): -0.9920 angstrom^-3
P frozen-core 3s up level: -13.8463 eV
P ultrasoft 3s up level, 2 waves: -13.8462 eV
P relaxed 1s orbital part: -1.2269 angstrom^-3
P relaxed 2s orbital part: -0.3143 angstrom^-3
P relaxed 3s orbital part: -0.3560 angstrom^-3
P first-order 1s response: -1.2269 angstrom^-3
P first-order 2s response: -0.3142 angstrom^-3
P core-valence transfer X: -0.6115 angstrom^-3
P core orbital sum minus X: -0.9296 angstrom^-3
P relaxed total m(0): -1.8971 angstrom^-3
P missing core polarization: -0.9051 angstrom^-3
P field, reconstructed 2 waves: -5.22 T
P field, frozen core: -7.72 T
P field, missing core part: -7.04 T
P field, relaxed total: -14.76 T
P+ reconstructed m(0), 1 wave(s): 50.5443 angstrom^-3
P+ reconstructed m(0), 2 wave(s): 50.6225 angstrom^-3
P+ reconstructed m(0), 3 wave(s): 51.0114 angstrom^-3
P+ frozen-core all-electron m(0): 50.4920 angstrom^-3
P+ relaxed total m(0): 48.5263 angstrom^-3
P+ field, reconstructed 2 waves: 393.76 T
P+ field, missing core part: -15.29 T
P+ field, relaxed total: 377.46 T
```
